# Third-derivative electroreflectance at low field and its quadratic amplitude: a numerical check

```python
"""Low-field electroreflectance of a direct parabolic gap.
Result under test, with z = E - Eg + i*Gamma and a = hbar^2/(2 mu):
  d_eps = (hbar theta)^3/(12 E^2) d^3(E^2 eps)/dE^3
        = i B F^2 / (128 pi sqrt(a) E^2) * z^(-5/2),  (hbar theta)^3 = a F^2,
  dR/R  = Re[2 d_eps / (sqrt(eps) (eps - 1))],
so the signal for a field switched between 0 and F grows as F^2 at low field.
E photon energy, Eg gap, Gamma half-width, mu reduced mass,
F force on the electron (eV/nm), B interband strength (eV^3 nm^3).
Q denotes the resonant part of E^2 eps. Energies in eV, lengths in nm.
"""
import numpy as np
from scipy import constants as sc
from scipy.integrate import quad
from scipy.linalg import solve_banded

GAP, MASS, E_P, GAMMA, EPS_B = 1.4, 0.07, 10.0, 0.020, 13.0
KV_CM = 1e-4                                  # 1 kV/cm in V/nm
hbar2_m0 = sc.hbar**2 / sc.m_e / sc.e * 1e18  # eV nm^2
a = hbar2_m0 / (2 * MASS)
B = sc.e / sc.epsilon_0 * 1e9 * hbar2_m0 * E_P


def low_field_q(z, force):
    """Derived third-derivative law for the change of E^2 eps."""
    return 1j * B * force**2 / (128 * np.pi * np.sqrt(a)) * z**(-2.5)


# ---- independent road: resolvent of the Hamiltonian with field on a grid
STEP, HALF = 0.1, 4000
x = STEP * np.arange(-HALF, HALF + 1)
nodes, node_weights = np.polynomial.legendre.leggauss(60)
SCALE = 0.05
e_perp = SCALE * (1 + nodes) / (1 - nodes)
w_perp = node_weights * 2 * SCALE / (1 - nodes)**2


def resolvent_1d(z, force):
    bands = np.full((3, x.size), -a / STEP**2, dtype=complex)
    bands[1] = 2 * a / STEP**2 + force * x - z
    source = np.zeros(x.size, dtype=complex)
    source[HALF] = 1 / STEP
    return solve_banded((1, 1), bands, source, check_finite=False)[HALF]


def grid_q(z, force):
    """Field-induced change of E^2 eps, transverse motion integrated."""
    change = [resolvent_1d(z - e, force) - resolvent_1d(z - e, 0.0)
              for e in e_perp]
    return B * np.dot(w_perp, change) / (4 * np.pi * a)


# ---- full-field time integral, with t/hbar = s^2
s = np.linspace(0, np.sqrt(40 / GAMMA), 20001)
tau = s**2
simpson = np.ones(s.size)
simpson[1:-1:2], simpson[2:-1:2] = 4, 2
simpson *= (s[1] - s[0]) / 3
s_safe = np.where(s > 0, s, 1.0)
detuning = GAMMA * np.linspace(-4, 4, 161)
z_all = detuning + 1j * GAMMA
energy = GAP + detuning
MID = 80
waves = np.exp(1j * np.outer(z_all, tau))


def time_q(force, rows=slice(None)):
    kernel = np.expm1(-1j * force**2 * a * tau**3 / 12) * 2 / s_safe**2
    kernel[0] = 0
    prefactor = 1j * B * (1 / (4j * np.pi * a))**1.5
    return prefactor * (waves[rows] @ (simpson * kernel))


# ---- field-free function: k-space quadrature against closed forms
def k_integral(function):
    def part(pick):
        return quad(lambda k: pick(k**2 * function(a * k**2)), 0, np.inf,
                    limit=400, epsabs=1e-10, epsrel=1e-9)[0]
    return (part(np.real) + 1j * part(np.imag)) / (2 * np.pi**2)


z_mid, z_test = 1j * GAMMA, GAMMA * (1 + 1j)
D = B / (4 * np.pi * a**1.5)
third_num = B * k_integral(lambda e: 6 / (e - z_test)**4)
third_law = 1j * D * 3 / 8 * z_test**(-2.5)
assert abs(third_num / third_law - 1) < 1e-5
diff_num = B * k_integral(lambda e: 1 / (e - z_test) - 1 / (e - z_mid))
diff_law = 1j * D * (np.sqrt(z_test) - np.sqrt(z_mid))
assert abs(diff_num / diff_law - 1) < 1e-5
# the third-derivative prescription, fed with the numerical derivative
F0 = 5 * KV_CM
assert abs(a * F0**2 / 12 * third_num / low_field_q(z_test, F0) - 1) < 1e-5

# ---- spectrum at the working field
rows = np.arange(20, 141, 20)
full_q = time_q(F0)
grid_spec = np.array([grid_q(z_all[i], F0) for i in rows])
peak_q = abs(low_field_q(z_mid, F0))
grid_time_gap = np.max(abs(grid_spec - full_q[rows])) / peak_q
grid_law_gap = np.max(abs(grid_spec - low_field_q(z_all[rows], F0))) / peak_q
x3 = a * F0**2 / GAMMA**3
assert grid_time_gap < 2e-3          # second-order grid error
assert grid_law_gap < 105 / 64 * x3 + 2e-3

# ---- reflectance: linear formula against direct Fresnel evaluation
eps = EPS_B + 1j * D * np.sqrt(z_all) / energy**2


def reflectance(e):
    return abs((np.sqrt(e) - 1) / (np.sqrt(e) + 1))**2


def signal(q):
    return np.real(2 * q / energy**2 / (np.sqrt(eps) * (eps - 1)))


direct = reflectance(eps + full_q / energy**2) / reflectance(eps) - 1
full_signal = signal(full_q)
law_signal = signal(low_field_q(z_all, F0))
fresnel_gap = np.max(abs(direct - full_signal)) / np.max(abs(direct))
assert fresnel_gap < 1e-3
C = (2 * low_field_q(z_mid, F0) * z_mid**2.5 / GAP**2
     / (np.sqrt(eps[MID]) * (eps[MID] - 1)))
fixed_gap = (np.max(abs(np.real(C * z_all**(-2.5)) - law_signal))
             / np.max(abs(law_signal)))
assert fixed_gap < 0.05              # slow variation of the prefactor

# ---- scaling with field
fields = np.array([1.25, 2.5, 5, 10, 20, 40])
grid_amp, swing, theta, errors = [], [], [], []
for f in fields * KV_CM:
    q = time_q(f)
    g = grid_q(z_mid, f)
    scale = abs(low_field_q(z_mid, f))
    assert abs(g - q[MID]) < 3e-3 * abs(q[MID])
    error = np.max(abs(q - low_field_q(z_all, f))) / scale
    assert error <= 105 / 64 * a * f**2 / GAMMA**3 * (1 + 1e-5)
    grid_amp.append(abs(g) / GAP**2)
    swing.append(np.ptp(signal(q)))
    theta.append((a * f**2)**(1 / 3))
    errors.append(error)
grid_amp, swing = np.array(grid_amp), np.array(swing)
slope_eps = np.diff(np.log(grid_amp)) / np.diff(np.log(fields))
slope_r = np.diff(np.log(swing)) / np.diff(np.log(fields))
assert abs(slope_eps[0] - 2) < 0.005 and abs(slope_r[0] - 2) < 0.02
assert slope_eps[-1] < 1.8           # the square law must fail here
f_small = fields[0] * KV_CM
first = low_field_q(z_mid, f_small)
coefficient = ((time_q(f_small)[MID] - first) / first
               / (a * f_small**2 / GAMMA**3))
assert abs(coefficient + 105j / 64) < 0.03

# ---- harmonics with a standing field
F_DC, F_AC, N = 2.0, 1.0, 32
phase = 2 * np.pi * np.arange(N) / N
response = np.array([time_q((F_DC + F_AC * np.cos(p)) * KV_CM,
                            slice(MID, MID + 1))[0] for p in phase])
unit = low_field_q(z_mid, KV_CM)
h1 = 2 * np.mean(response * np.cos(phase)) / unit
h2 = 2 * np.mean(response * np.cos(2 * phase)) / unit
assert abs(h1 / (2 * F_DC * F_AC) - 1) < 0.05    # next order in F^2
assert abs(h2 / (F_AC**2 / 2) - 1) < 0.05

print(f"gap {GAP:.2f} eV, reduced mass {MASS:.2f} m0, E_P {E_P:.1f} eV")
print(f"half-width Gamma {GAMMA*1e3:.1f} meV, background eps {EPS_B:.1f}")
print(f"hbar^2/(2 mu) = {a:.4f} eV nm^2")
print(f"interband strength B = {B:.3f} eV^3 nm^3")
print(f"coefficient D = B/(4 pi a^1.5) = {D:.4f} eV^1.5")
print(f"working field = {F0/KV_CM:.2f} kV/cm")
print(f"hbar theta at working field = {(a*F0**2)**(1/3)*1e3:.3f} meV")
print(f"(hbar theta/Gamma)^3 = {x3:.5f}")
print(f"error bound (105/64)(hbar theta/Gamma)^3 = {105/64*x3:.5f}")
print(f"|d_eps| at gap, third-derivative law = {peak_q/GAP**2:.4e}")
print(f"|d_eps| at gap, grid Hamiltonian = {grid_amp[2]:.4e}")
print(f"eps at gap, no field = {eps[MID].real:.4f} + {eps[MID].imag:.4f} i")
print(f"R at gap, no field = {reflectance(eps[MID]):.4f}")
print(f"lineshape constant |C| = {abs(C):.4e} eV^2.5")
print(f"lineshape phase of C = {np.degrees(np.angle(C)):.2f} deg")
print("Spectrum: E-Eg (meV), dR/R law (1e-6), dR/R full field (1e-6)")
for i in rows:
    print(f"  {detuning[i]*1e3:6.1f} {law_signal[i]*1e6:9.4f}"
          f" {full_signal[i]*1e6:9.4f}")
print(f"grid vs time integral, max gap / peak = {grid_time_gap:.2e}")
print(f"grid vs third-derivative law, max gap / peak = {grid_law_gap:.2e}")
print(f"Fresnel vs linear dR/R, max gap / peak = {fresnel_gap:.2e}")
print(f"constant-C lineshape, max gap / peak = {fixed_gap:.4f}")
print("Fields: F (kV/cm), hbar theta (meV), |d_eps| at gap (grid),")
print("  peak-to-peak dR/R, law error / leading term at gap")
for f, t, g, r, e in zip(fields, theta, grid_amp, swing, errors):
    print(f"  {f:6.2f} {t*1e3:7.3f} {g:.4e} {r:.4e} {e:.5f}")
print("Local exponents between fields: |d_eps|, peak-to-peak dR/R")
for lo, hi, p, r in zip(fields[:-1], fields[1:], slope_eps, slope_r):
    print(f"  {lo:.2f} to {hi:.2f} kV/cm: {p:.4f} {r:.4f}")
print(f"next-order coefficient at gap = {coefficient.real:.4f}"
      f" {coefficient.imag:+.4f} i")
print(f"standing field {F_DC:.1f} kV/cm, modulation {F_AC:.1f} kV/cm")
print(f"first harmonic |h1| = {abs(h1):.4f} (kV/cm)^2,"
      f" law {2*F_DC*F_AC:.4f}")
print(f"second harmonic |h2| = {abs(h2):.4f} (kV/cm)^2,"
      f" law {F_AC**2/2:.4f}")
print("PASS")
```

Output:

```
gap 1.40 eV, reduced mass 0.07 m0, E_P 10.0 eV
half-width Gamma 20.0 meV, background eps 13.0
hbar^2/(2 mu) = 0.5443 eV nm^2
interband strength B = 13.788 eV^3 nm^3
coefficient D = B/(4 pi a^1.5) = 2.7325 eV^1.5
working field = 5.00 kV/cm
hbar theta at working field = 5.143 meV
(hbar theta/Gamma)^3 = 0.01701
error bound (105/64)(hbar theta/Gamma)^3 = 0.02791
|d_eps| at gap, third-derivative law = 1.0480e-04
|d_eps| at gap, grid Hamiltonian = 1.0450e-04
eps at gap, no field = 12.8606 + 0.1394 i
R at gap, no field = 0.3180
lineshape constant |C| = 2.7873e-10 eV^2.5
lineshape phase of C = 89.02 deg
Spectrum: E-Eg (meV), dR/R law (1e-6), dR/R full field (1e-6)
   -60.0    0.2178    0.2178
   -40.0    0.2911    0.2896
   -20.0   -0.8016   -0.8091
     0.0   -3.5434   -3.6249
    20.0    1.8279    1.8466
    40.0    0.5733    0.5725
    60.0    0.1882    0.1879
grid vs time integral, max gap / peak = 4.60e-05
grid vs third-derivative law, max gap / peak = 2.72e-02
Fresnel vs linear dR/R, max gap / peak = 5.72e-06
constant-C lineshape, max gap / peak = 0.0162
Fields: F (kV/cm), hbar theta (meV), |d_eps| at gap (grid),
  peak-to-peak dR/R, law error / leading term at gap
    1.25   2.041 6.5498e-06 4.0857e-07 0.00174
    2.50   3.240 2.6194e-05 1.6328e-06 0.00696
    5.00   5.143 1.0450e-04 6.5238e-06 0.02752
   10.00   8.165 4.0792e-04 2.6205e-05 0.10009
   20.00  12.961 1.4584e-03 1.0443e-04 0.27894
   40.00  20.574 4.4238e-03 3.5563e-04 0.52534
Local exponents between fields: |d_eps|, peak-to-peak dR/R
  1.25 to 2.50 kV/cm: 1.9997 1.9987
  2.50 to 5.00 kV/cm: 1.9962 1.9983
  5.00 to 10.00 kV/cm: 1.9647 2.0060
  10.00 to 20.00 kV/cm: 1.8380 1.9946
  20.00 to 40.00 kV/cm: 1.6009 1.7679
next-order coefficient at gap = -0.0130 -1.6404 i
standing field 2.0 kV/cm, modulation 1.0 kV/cm
first harmonic |h1| = 3.9984 (kV/cm)^2, law 4.0000
second harmonic |h2| = 0.4994 (kV/cm)^2, law 0.5000
PASS
```
